\section*{Comment on a claim that Pbca hafnia is ferroelectric}

\section{The argument under review}

The manuscript argues as follows. Orthorhombic hafnia with space group Pbca can be cut into layers, and each layer resembles a layer of the polar phase Pca2$_1$. A layer of the polar phase carries a dipole, so each layer of the Pbca crystal carries one too. The author concludes that Pbca hafnia is ferroelectric, that the alternation of the dipoles merely lowers the polarization, and that a memory capacitor made of it should hold a remanent charge.

The first two sentences are sound. The conclusion needs a property of the whole crystal, and the argument examines one layer at a time. I consider an ideal, insulating bulk crystal without applied field, whose electronic ground state has the symmetry of its atomic positions.

\section{What a layer shares with the polar phase}

Let $x,y,z$ be fractional coordinates in a block with edges $a,b,c$. The layers stack along $y$ and the polar axis is $z$. The polar phase has the operations
\begin{align}
&(x,y,z), && (-x,-y,z+\tfrac12), \nonumber\\
&(x+\tfrac12,-y,z), && (-x+\tfrac12,y,z+\tfrac12).
\label{eq:block}
\end{align}
Each takes $y$ to $\pm y$, so the slab $-\tfrac12<y<\tfrac12$ is mapped onto itself. None reverses $z$, so a dipole along $z$ is allowed. The second operation reverses both $x$ and $y$, so dipoles along these axes are forbidden.

Now build the next layer by inversion through the point $(0,\tfrac12,\tfrac14)$:
\begin{equation}
(x,y,z)\rightarrow(-x,\,1-y,\,\tfrac12-z).
\label{eq:inv}
\end{equation}
The repeat distance along $y$ becomes $2b$. To identify the resulting group, put the origin at the inversion centre and measure $y$ in units of $2b$: $Y=y/2-\tfrac14$ and $Z=z-\tfrac14$. The inversion is then $(-x,-Y,-Z)$. Since $-y/2-\tfrac14=-Y-\tfrac12$, which equals $-Y+\tfrac12$ up to a lattice translation, the last three operations of Eq.~(\ref{eq:block}) become
\begin{align}
&(-x,-Y+\tfrac12,Z+\tfrac12),\nonumber\\
&(x+\tfrac12,-Y+\tfrac12,Z),\nonumber\\
&(-x+\tfrac12,Y,Z+\tfrac12).
\label{eq:shifted}
\end{align}
All translations are now zero or one half. Inversion changes their signs, which is the same as adding lattice vectors. Each operation therefore commutes with the inversion up to a lattice translation, and because it preserves the first layer it also preserves the inverted one.

Multiplying Eq.~(\ref{eq:shifted}) by the inversion gives three more operations. With the identity and the inversion there are eight. If the first two axes are exchanged, so that $X'=Y$, $Y'=x$ and $Z'=Z$, four of them read
\begin{align}
&(X',Y',Z'), && (-X'+\tfrac12,-Y',Z'+\tfrac12),\nonumber\\
&(-X',Y'+\tfrac12,-Z'+\tfrac12), && (X'+\tfrac12,-Y'+\tfrac12,-Z'),
\end{align}
and the other four are their products with inversion. These are the standard operations of Pbca. A search based on the atomic positions of the model crystal below finds four operations for the polar crystal and eight for the antipolar one.

The author's resemblance is thus real: the layer keeps all four operations of the polar phase. It is a statement about symmetry, and does not require the atoms of a relaxed Pbca layer to sit where they do in the polar phase. What decides the question is the operation that connects one layer to the next.

\section{The polarization of the whole crystal}

The dipole of a cell cut from an infinite crystal depends on where the cut is made. A definition that needs no cut uses the charge that flows while the crystal is formed from a nonpolar reference along an insulating path. Two such paths between the same end points can differ by a multiple of the polarization quantum $e\mathbf R/\Omega$, with $\mathbf R$ a lattice vector and $\Omega$ the cell volume, so the path must be specified. Here the reference is the fluorite arrangement in the same cell, and the path scales all atomic displacements by a common factor $\lambda$ from 0 to 1. With $\mathbf J$ the cell-averaged current density in slow motion,
\begin{equation}
\Delta\mathbf P=\int \mathbf J\,dt .
\label{eq:current}
\end{equation}

The point $(0,\tfrac12,\tfrac14)$ is also an inversion centre of fluorite, and scaling the displacements of both layers equally preserves it. Inversion therefore maps the entire motion onto itself, with the same $\lambda$ and the same $d\lambda/dt$. The current must be unchanged, yet as a vector it changes sign:
\begin{equation}
\mathbf J=-\mathbf J\quad\Rightarrow\quad \mathbf J=0
\quad\Rightarrow\quad \Delta\mathbf P=0 .
\end{equation}
The current includes the electrons, so the result does not rest on a picture of rigid ions. It also removes the pair of states that a ferroelectric needs. Inverting a state of polarization $\mathbf P$ gives one of polarization $-\mathbf P$, but inverting the Pbca crystal gives the same crystal back. The value $\Delta\mathbf P=0$ belongs to the symmetric path. A path on which ions move to other lattice sites can end in the same crystal with $\Delta\mathbf P$ equal to a multiple of the quantum; that charge is ionic transport, not a second structural state.

\section{Numbers for an ionic model}

Take a model dioxide MO$_2$ with $a=9.9$, $b=9.5$ and $c=9.6$ bohr, and nominal charges $+4e$ and $-2e$. The coordinates are round values, not a computed hafnia structure. Each block holds four M ions and four of each oxygen type. From the fluorite positions, the M ions do not move along $z$, the first oxygen type moves by $-0.960$ bohr and the second by $-0.096$ bohr. The block dipole is
\begin{equation}
4(-2)(-0.960)+4(-2)(-0.096)=8.448\ e\,\mathrm{bohr}.
\end{equation}
Division by the block volume, 902.88 bohr$^3$, gives
\begin{equation}
P_1=0.009357\ e/\mathrm{bohr}^2=53.5\ \mu\mathrm{C/cm}^2 .
\end{equation}
The inverted block has $P_2=-P_1$. The blocks have equal volumes, so $P_{\rm net}=(P_1+P_2)/2=0$. The layers cut at $y=\pm\tfrac12$ are strongly polar in this model, and the crystal is not. The layer dipole depends on the cut: the slab $0<y<1$ holds the same twelve atoms by type, contains the inversion centre and has no dipole. The dependence on path can also be seen here. If the four oxygens of the first type in the second block start from the fluorite sites $c/2$ higher and cross the cation plane, they add $4(-2)(-c/2)=4ec$ per double cell, or $2e/(ab)=121.7\ \mu$C/cm$^2$, four times the quantum $ec/(2abc)$, and the final crystal is unchanged.

Nominal charges are a crude choice, but the cancellation does not depend on them. Let an ion with displacement $\mathbf d$ have an effective-charge tensor $\mathsf Z$ and contribute the dipole $\mathsf Z\mathbf d$. Its inversion partner has displacement $-\mathbf d$ and tensor $(-1)\mathsf Z(-1)=\mathsf Z$, so it contributes $-\mathsf Z\mathbf d$. The pair adds to zero for any $\mathsf Z$.

Opposite signs alone do not suffice. Unless a symmetry makes the two dipoles equal in size, they can cancel only by accident. If the displacements in the second block are reduced to 80\,\%, then $P_2=-0.007485\ e/\mathrm{bohr}^2$ and
\begin{equation}
P_{\rm net}=\frac{0.009357-0.007485}{2}
=0.000936\ e/\mathrm{bohr}^2 ,
\end{equation}
or $5.4\ \mu$C/cm$^2$. The layers still oppose each other, but the symmetry search now finds four operations, none of them an inversion. This crystal is no longer Pbca. The author's picture of a lowered but finite polarization describes this case.

\section{Does coupling between layers spoil the cancellation?}

One might object that electrons shared between layers do not belong to either dipole. A small model tests this. Each layer is represented by a chain along the polar axis, with alternating site energies $\pm0.2$ hartree and alternating hoppings of magnitude 0.13 and 0.07 hartree. Each chain has two electrons per cell and a core charge $+2e$ on each upper-energy site. Neighbouring chains are coupled by a hopping of magnitude 0.03 hartree.

For a long open ladder of $N$ cells, adding a cell leaves the charge distribution at the ends unchanged and separates the ends by one more period. The difference $D(N+1)-D(N)$ of the total dipoles is therefore a bulk quantity, up to a whole number of $e$ times the period set by the charge at the ends. I subtract its value for equal hoppings of 0.10 hartree, which is the nonpolar reference.

In units of $e$ times the chain period, one polar chain gives 0.055 and two parallel chains give 0.111. Two coupled chains related by inversion give a value smaller than $10^{-7}$ in magnitude. The open ladder starts and ends on different kinds of site and so is not itself inversion symmetric; the cancellation is a property of its interior. If the second chain has the weaker alternation 0.09 and 0.11, the result is 0.036. The coupling here joins sites of equal energy and shares little charge between the chains: the parallel result is exactly twice the single-chain value, and the unequal result is the same to three decimals without coupling. The model therefore illustrates the cancellation but does not probe strong sharing. For strong sharing the symmetry argument for $\mathbf J$ applies: interlayer coupling does not spoil the cancellation as long as inversion survives and the gap stays open along the path from the reference.

\section{Can the alternating order induce a net polarization?}

Let $p_1$ and $p_2$ be the polarizations of the two layers in reduced units, and define
\begin{equation}
P=\frac{p_1+p_2}{2},\qquad A=\frac{p_1-p_2}{2}.
\end{equation}
Inversion exchanges the layers and reverses their dipoles, $p_1\to-p_2$ and $p_2\to-p_1$. Hence
\begin{equation}
P\to\frac{-p_2-p_1}{2}=-P,\qquad
A\to\frac{-p_2+p_1}{2}=A .
\end{equation}
The zero-field energy must obey $f(P,A)=f(-P,A)$. Terms such as $PA$ and $PA^3$ are forbidden, while $P^2A^2$ is allowed. It follows that $\partial f/\partial P=0$ at $P=0$ for every $A$: the alternating order exerts no force on $P$.

This makes $P=0$ a stationary point, not necessarily a minimum. If the curvature along $P$ were negative, the crystal would distort spontaneously and leave Pbca. Stability has to be examined with an actual energy. A simple mean-field choice, per block, is
\begin{align}
f={}&\tfrac12[w(p_1)+w(p_2)]+\tfrac J2p_1p_2-\tfrac E2(p_1+p_2),\nonumber\\
w(p)={}&-\tfrac12p^2+\tfrac14p^4 ,
\end{align}
where $J>0$ favours opposite layers and $E$ is the field. With $p_1=P+A$ and $p_2=P-A$,
\begin{align}
p_1^2+p_2^2&=2P^2+2A^2,\nonumber\\
p_1^4+p_2^4&=2P^4+12P^2A^2+2A^4,\nonumber\\
p_1p_2&=P^2-A^2,
\end{align}
and therefore
\begin{align}
f={}&-\tfrac12(P^2+A^2)+\tfrac14(P^4+6P^2A^2+A^4)\nonumber\\
&+\tfrac J2(P^2-A^2)-EP .
\end{align}
The first derivatives are
\begin{align}
f_P&=P(-1+J+P^2+3A^2)-E,\nonumber\\
f_A&=A(-1-J+A^2+3P^2).
\end{align}

At $E=0$ the antipolar solution has $P=0$ and $A^2=1+J$. There $f_{PA}=6PA=0$, $f_{AA}=2(1+J)$ and
\begin{equation}
f_{PP}=-1+J+3(1+J)=2+4J .
\end{equation}
Both curvatures are positive, so the state is stable. A weak field gives $P=E/(2+4J)$, an ordinary dielectric response that vanishes with the field.

\section{What a field pulse can and cannot show}

The same energy has a polar solution with $A=0$ and $P^2=1-J$ for $J<1$. Its curvatures are $f_{PP}=2(1-J)$ and
\begin{equation}
f_{AA}=-1-J+3(1-J)=2-4J .
\end{equation}
It is locally stable for $J<\tfrac12$. Substitution gives energies $-(1+J)^2/4$ for the antipolar state and $-(1-J)^2/4$ for the polar one. At $J=0.25$ these are $-0.391$ and $-0.141$, so the polar state is metastable.

I followed the downhill motion of the two layers while the field was raised slowly and removed, with a slight disturbance to let the layers separate again. A pulse with peak $E=0.30$ at $J=0.25$ produces $P=0.103$, close to the linear estimate $0.30/3=0.10$, and leaves $P=0$. A pulse with peak $E=2.00$ aligns both layers. At $J=0.60$ they return to opposite directions and $P=0$. At $J=0.25$ they stay aligned with $P=0.866$ and $A=0$.

The last case is where the author's expectation of a remanent charge could be met, but it does not support the claim. The charge belongs to a polar phase that the field has created. The model describes each layer by its dipole alone, so $A=0$ shows that the dipoles are equal, not that the atomic positions are. If the field has produced the phase Pca2$_1$, the two layers are also equivalent by translation and the repeat distance has returned from $2b$ to $b$. A structure determination after the pulse can test this and should accompany a remanence measurement. The model assumes uniform layers and omits domains and thermal nucleation, so it does not tell how long the metastable phase would last.

Broken inversion is the other route to a net polarization. Surfaces, defects or a strain gradient can make the layers unequal. Suppose the quadratic term of layer 2 is weakened by a fraction $\varepsilon$. The energy gains
\begin{equation}
\frac{\varepsilon}{4}p_2^2=\frac{\varepsilon}{4}(P^2-2PA+A^2),
\end{equation}
which contains the formerly forbidden term $-\varepsilon PA/2$. To leading order, balance against the curvature gives $(2+4J)P=\varepsilon A/2$, or
\begin{equation}
P=\frac{\varepsilon A}{2(2+4J)} .
\end{equation}
For $\varepsilon=0.01$, $J=0.25$ and $A=1.118$ this is 0.001863; direct minimization gives 0.001866. The numerical output lists the remaining values.

I recommend that the manuscript call the Pbca phase antipolar and withdraw the inference from layer dipoles to ferroelectricity. In a real capacitor a retained charge can also come from oxygen transport or trapped carriers, which the ideal insulating crystal considered here excludes. A claim of ferroelectric remanence would need to rule these out and give evidence for one of the two routes above: conversion to a polar phase, or a loss of inversion symmetry in the sample. In the second case it must also be shown that the pulse changes the polarization, since a fixed polarization stores no information.

\section*{Computed results}
\begin{verbatim}
CRYSTAL MODEL (M charge +4 e, O charge -2 e)
block edges a, b, c (bohr): 9.9 9.5 9.6
block volume (bohr^3): 902.88
M fluorite (0.0, 0.25, 0.0) -> distorted (0.03, 0.27, 0.0)
   shift along z in block 1 (bohr): 0.000
O1 fluorite (0.25, 0.0, 0.25) -> distorted (0.35, 0.07, 0.15)
   shift along z in block 1 (bohr): -0.960
O2 fluorite (0.25, 0.5, 0.25) -> distorted (0.27, 0.46, 0.24)
   shift along z in block 1 (bohr): -0.096
shortest M-O distance (bohr): 3.66
operations found, polar crystal, cell a,b,c: 4
operations found, antipolar crystal, cell a,2b,c: 8
dipole of block 1 along z (e bohr): 8.448
P_z block 1 (e/bohr^2): 0.009357
P_z block 2 (e/bohr^2): -0.009357
P_z block 1 (microC/cm^2): 53.5
|P_net| antipolar below 1e-12 e/bohr^2: True
CONTROL: second block with 80 % of the displacement
P_z block 2 (e/bohr^2): -0.007485
P_z net (e/bohr^2): 0.000936
P_z net (microC/cm^2): 5.4
operations left, none of them inversion: 4
ELECTRON CHAINS (energies in hartree)
site energies +/-0.2, leg coupling 0.03
hoppings: strong 0.13, weak 0.07, reference 0.1
bulk dipole per cell minus reference (e x period):
   one polar chain: 0.05543
   two parallel chains: 0.11085
   two opposite chains, size below 1e-7: True
   unequal opposite chains (second 0.09, 0.11): 0.03638
LANDAU MODEL (dimensionless)
J = 0.25: antipolar A = 1.1180, energy = -0.3906
J = 0.25: polar P = 0.8660, energy = -0.1406
J = 0.25: antipolar response dP/dE = 0.3333
pulse J=0.25 peak E=0.30: peak P=0.1029, final P=0.0000, final A=1.1180
pulse J=0.60 peak E=0.30: peak P=0.0688, final P=0.0000, final A=1.2649
pulse J=0.25 peak E=2.00: peak P=1.4570, final P=0.8660, final A=0.0000
pulse J=0.60 peak E=2.00: peak P=1.3655, final P=0.0000, final A=1.2649
one layer weakened by 0.01: P = 0.001866, estimate 0.001863
\end{verbatim}
